# Molecular transmission of a round tube as long as it is wide: a numerical check

```python
"""Free-molecular transmission of a round tube with length = diameter.

Result under test: Clausing's equation
    w(x) = E(L-x) + integral_0^L K(|x-y|) w(y) dy,
    W = F(L) + 2 integral_0^L E(x) w(x) dx
gives W = 0.5142 for L = 2 (tube radius = 1), within the bounds
    upper = 2 - sqrt2 - (2/9)(sqrt2-1)^2/(sqrt2 - ln(1+sqrt2)),
    lower = upper - <r,r>/E(L/2),
whereas the long-tube law 8/(3L) gives 4/3.
w: chance that a molecule leaving the wall at x goes out at the far end
K: wall-to-wall kernel, E: wall-to-end-disc, F: disc-to-disc fraction
r: residual of the linear trial function; W: transmission probability
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander, legval
from scipy.integrate import quad
from scipy import constants as sc


def kernel(s):
    return 0.5 * (1 - s * (s * s + 6) / (s * s + 4) ** 1.5)


def disc_to_disc(s):
    # same as 1 + s^2/2 - (s/2) sqrt(s^2+4), free of cancellation
    return 4 / (s + np.sqrt(s * s + 4)) ** 2


def wall_to_disc(s):
    # same as ((s^2+2)/sqrt(s^2+4) - s)/2, free of cancellation
    return disc_to_disc(s) / np.sqrt(s * s + 4)


def wall_integral(shape, x, length, points):
    """Integral of K(|x-y|) shape(y) over the wall, split at y = x."""
    q, qw = leggauss(points)
    total = 0.0
    for low, high in ((0 * x, x), (x, 0 * x + length)):
        half = ((high - low) / 2)[:, None]
        y = low[:, None] + half * (q + 1)
        weight = half * qw * kernel(np.abs(x[:, None] - y))
        total = total + np.einsum('ij,ij...->i...', weight, shape(y))
    return total


def solve_tube(length, degree, loss=0.0):
    """Legendre collocation; loss = removal probability per wall hit."""
    u, uw = leggauss(degree)
    x = length * (u + 1) / 2

    def basis(y):
        return legvander(2 * y / length - 1, degree - 1)

    scattered = wall_integral(basis, x, length, 2 * degree + 20)
    matrix = basis(x) - (1 - loss) * scattered
    coef = np.linalg.solve(matrix, wall_to_disc(length - x))
    first_hits = length * uw * wall_to_disc(x)
    through = disc_to_disc(length)
    through += (1 - loss) * np.sum(first_hits * legval(u, coef))
    return through, coef


def cosine_direction(rng, count):
    """Components along the normal and two tangents, cosine law."""
    p = rng.random(count)
    angle = 2 * np.pi * rng.random(count)
    side = np.sqrt(1 - p)
    return np.sqrt(p), side * np.cos(angle), side * np.sin(angle)


def fly(count, length, rng, specular=0.0, closed=False):
    """Monte Carlo flights: floor hits, wall hits, path, per molecule."""
    start = np.sqrt(rng.random(count))
    pos = np.column_stack([start, np.zeros(count), np.zeros(count)])
    n, p, q = cosine_direction(rng, count)
    vel = np.column_stack([p, q, n])
    floor_hits = wall_hits = path = 0.0
    while len(pos):
        a = vel[:, 0] ** 2 + vel[:, 1] ** 2
        b = pos[:, 0] * vel[:, 0] + pos[:, 1] * vel[:, 1]
        c = np.maximum(0, 1 - pos[:, 0] ** 2 - pos[:, 1] ** 2)
        step = (-b + np.sqrt(b * b + a * c)) / a
        z = pos[:, 2] + step * vel[:, 2]
        far, back = z > length, z < 0
        step[far] = (length - pos[far, 2]) / vel[far, 2]
        step[back] = -pos[back, 2] / vel[back, 2]
        wall = ~(far | back)
        floor_hits += far.sum()
        wall_hits += wall.sum()
        path += step.sum()
        pos = pos + step[:, None] * vel
        radius = np.hypot(pos[:, 0], pos[:, 1])
        ux, uy = pos[:, 0] / radius, pos[:, 1] / radius
        n, p, q = cosine_direction(rng, len(pos))
        new = np.column_stack([-n * ux - p * uy, -n * uy + p * ux, q])
        if specular > 0:
            mirror = rng.random(len(pos)) < specular
            out = vel[:, 0] * ux + vel[:, 1] * uy
            image = vel - 2 * np.column_stack([out * ux, out * uy, 0 * out])
            new[mirror] = image[mirror]
        pos[wall, 0], pos[wall, 1] = ux[wall], uy[wall]
        keep = wall
        if closed:
            new[far] = np.column_stack([p, q, -n])[far]
            pos[far, 2] = length
            keep = wall | far
        pos, vel = pos[keep], new[keep]
    return floor_hits / count, wall_hits / count, path / count


# --- view factors against surface integrals of the cosine law
s0 = 0.9
phi = 2 * np.pi * np.arange(400) / 400
dphi = 2 * np.pi / 400
g_nodes, g_weights = leggauss(50)
rho, rho_w = (g_nodes + 1) / 2, g_weights / 2
cosphi = np.cos(phi)
ring = np.sum((1 - cosphi) ** 2 / (s0**2 + 2 - 2 * cosphi) ** 2)
ring *= dphi / np.pi
assert abs(ring - kernel(s0)) < 1e-9
R, C = rho[:, None], cosphi[None, :]
dist2 = 1 + R**2 - 2 * R * C + s0**2
direct_E = np.sum(rho_w[:, None] * R * s0 * (1 - R * C) / dist2**2)
direct_E *= dphi / np.pi
assert abs(direct_E - wall_to_disc(s0)) < 1e-9
R1, R2 = rho[:, None, None], rho[None, :, None]
dist2 = R1**2 + R2**2 - 2 * R1 * R2 * cosphi + s0**2
area_w = rho_w[:, None, None] * rho_w[None, :, None] * R1 * R2
direct_F = 2 * dphi / np.pi * np.sum(area_w * s0**2 / dist2**2)
assert abs(direct_F - disc_to_disc(s0)) < 1e-9
assert abs(quad(kernel, s0, 200)[0] + wall_to_disc(200.0)
           - wall_to_disc(s0)) < 1e-8

# --- solution for length = diameter
L = 2.0
W, coef = solve_tube(L, 24)
assert abs(W - solve_tube(L, 16)[0]) < 1e-8


def w_of(x):
    return legval(2 * x / L - 1, coef)


xs = np.linspace(0, L, 9)
assert np.max(np.abs(w_of(xs) + w_of(L - xs) - 1)) < 1e-8

# --- bounds from the linear trial function v = x - 1
nodes, weights = leggauss(60)
x, xw = nodes + 1, weights
v = x - 1
g = (wall_to_disc(L - x) - wall_to_disc(x)) / 2
Av = v - wall_integral(lambda y: y - 1, x, L, 60)
gv, vAv = np.sum(xw * g * v), np.sum(xw * v * Av)
root2 = np.sqrt(2)
gv_closed = (root2 - 1) / 3
vAv_closed = root2 - np.log(1 + root2)
assert abs(gv - gv_closed) < 1e-10
assert abs(vAv - vAv_closed) < 1e-10
beta = gv_closed / vAv_closed
upper = 2 - root2 - 2 * gv_closed**2 / vAv_closed
residual2 = np.sum(xw * (g - beta * Av) ** 2)
lower = upper - residual2 / wall_to_disc(L / 2)
assert lower < W < upper and upper - lower < 2e-5
row_sum = wall_integral(lambda y: 1 + 0 * y, x, L, 60)
assert np.max(np.abs(row_sum - 1 + wall_to_disc(x)
                     + wall_to_disc(L - x))) < 1e-10
assert row_sum.max() <= 1 - 2 * wall_to_disc(L / 2) + 1e-12

# --- flow through the middle plane, and the long-tube law
direct_mid = disc_to_disc(L / 2)
wall_mid = quad(lambda s: 2 * wall_to_disc(s)
                * (w_of(1 + s) - w_of(1 - s)), 0, 1)[0]
assert abs(direct_mid + wall_mid - W) < 1e-8
moment_all = quad(lambda s: s * wall_to_disc(s), 0, np.inf)[0]
moment_half = quad(lambda s: s * wall_to_disc(s), 0, L / 2)[0]
assert abs(moment_all - 2 / 3) < 1e-7
long_law = 8 / (3 * L)
assert abs(4 / L * moment_all - long_law) < 1e-6
series_law = 1 / (1 + 3 * L / 8)
W20 = solve_tube(20.0, 50)[0]
W200 = solve_tube(200.0, 110)[0]
assert abs(W200 - solve_tube(200.0, 90)[0]) < 5e-6
ratio20, ratio200 = W20 * 3 * 20 / 8, W200 * 3 * 200 / 8
assert W / long_law < ratio20 < ratio200 < 1 and ratio200 > 0.96

# --- Monte Carlo from the definition
rng = np.random.default_rng(7)
flights = 600000
mc_W, mc_hits, mc_path = fly(flights, L, rng)
mc_error = np.sqrt(mc_W * (1 - mc_W) / flights)
assert abs(mc_W - W) < 5 * mc_error
assert abs(mc_hits - L) < 0.02 and abs(mc_path - 2 * L) < 0.04
mc_specular = fly(flights, L, rng, specular=0.1)[0]
assert mc_specular > W + 5 * mc_error
mc_closed = fly(flights, L, rng, closed=True)[0]
assert abs(mc_closed - 1) < 0.015

# --- loss at the wall
w_nodes = w_of(x)
loss_slope = -2 * np.sum(xw * w_nodes * (1 - w_nodes))
h = 1e-4
difference = (solve_tube(L, 24, h)[0] - solve_tube(L, 24, -h)[0]) / (2 * h)
assert abs(difference - loss_slope) < 1e-6
W_loss1 = solve_tube(L, 24, 0.01)[0]
W_loss10 = solve_tube(L, 24, 0.1)[0]

# --- via in a low-k film: rough typical inputs
width_nm, depth_nm = 50.0, 50.0
temperature, pressure_mTorr, atom_share = 400.0, 50.0, 0.1
oxygen_u, collision_nm = 15.999, 0.35
assert abs(2 * depth_nm / width_nm - L) < 1e-12
pressure = pressure_mTorr * 1e-3 * sc.torr
kT = sc.k * temperature
mass = oxygen_u * sc.atomic_mass
flux = atom_share * pressure / np.sqrt(2 * np.pi * mass * kT) * 1e-18
free_path_nm = kT / (root2 * np.pi * (collision_nm * 1e-9) ** 2
                     * pressure) * 1e9
collision_odds = 2 * depth_nm / free_path_nm
# finite atom: its centre moves in a tube narrower by one diameter
W_narrow = solve_tube(2 * depth_nm / (width_nm - collision_nm), 24)[0]
shrunk = W_narrow * (1 - collision_nm / width_nm) ** 2
assert collision_odds < 1e-3

print(f"Tube length / radius: {L:.1f}")
print(f"F(L), direct through both ends: {disc_to_disc(L):.6f}")
print(f"E(L/2), mid-wall to one end: {wall_to_disc(L/2):.6f}")
print(f"<g,v>: {gv_closed:.6f}")
print(f"<v,Av>: {vAv_closed:.6f}")
print(f"Trial slope beta (per radius): {beta:.5f}")
print(f"Residual <r,r>: {residual2:.3e}")
print(f"Lower bound on W: {lower:.7f}")
print(f"Upper bound on W: {upper:.7f}")
print(f"W, collocation solution: {W:.7f}")
print(f"W, Monte Carlo: {mc_W:.4f} +- {mc_error:.4f}")
print(f"w at entrance, solved: {w_of(0.0):.5f}")
print(f"w at entrance, linear trial: {0.5 - beta:.5f}")
print(f"w at exit, solved: {w_of(L):.5f}")
print(f"Long-tube law 8/(3L): {long_law:.4f}")
print(f"Series-resistance formula: {series_law:.4f}")
print(f"Middle plane, direct beam F(L/2): {direct_mid:.5f}")
print(f"Middle plane, net from walls: {wall_mid:.5f}")
print(f"Integral of s E(s), 0 to infinity: {moment_all:.5f}")
print(f"Integral of s E(s), 0 to L/2: {moment_half:.5f}")
print(f"W / long-tube law at L/a = 2: {W/long_law:.3f}")
print(f"W / long-tube law at L/a = 20: {ratio20:.3f}")
print(f"W / long-tube law at L/a = 200: {ratio200:.3f}")
print(f"Mean wall hits per molecule, Monte Carlo: {mc_hits:.3f}")
print(f"Mean path / radius, Monte Carlo: {mc_path:.3f}")
print(f"Via width: {width_nm:.0f} nm")
print(f"Via depth: {depth_nm:.0f} nm")
print(f"Gas temperature: {temperature:.0f} K")
print(f"Total pressure: {pressure_mTorr:.0f} mTorr")
print(f"Atomic oxygen share: {atom_share:.2f}")
print(f"Oxygen atom mass: {oxygen_u:.3f} u")
print(f"O flux at mouth: {flux:.3e} per nm2 per s")
print(f"O first-arrival flux at floor: {W*flux:.3e} per nm2 per s")
print(f"Long-tube floor flux: {long_law*flux:.3e} per nm2 per s")
print(f"dW/d(loss per hit) at zero loss: {loss_slope:.4f}")
print(f"W with loss 0.01 per hit: {W_loss1:.4f}")
print(f"W with loss 0.1 per hit: {W_loss10:.4f}")
print(f"W with 0.1 specular, Monte Carlo: {mc_specular:.4f}")
print(f"Floor hits per atom, inert floor: {mc_closed:.3f}")
print(f"Collision diameter: {collision_nm:.2f} nm")
print(f"Mean free path: {free_path_nm:.2e} nm")
print(f"Gas collisions per visit: {collision_odds:.1e}")
print(f"W with finite atom size: {shrunk:.4f}")
print("OK")
```

Output:

```
Tube length / radius: 2.0
F(L), direct through both ends: 0.171573
E(L/2), mid-wall to one end: 0.170820
<g,v>: 0.138071
<v,Av>: 0.532840
Trial slope beta (per radius): 0.25912
Residual <r,r>: 4.886e-07
Lower bound on W: 0.5142287
Upper bound on W: 0.5142315
W, collocation solution: 0.5142305
W, Monte Carlo: 0.5145 +- 0.0006
w at entrance, solved: 0.24238
w at entrance, linear trial: 0.24088
w at exit, solved: 0.75762
Long-tube law 8/(3L): 1.3333
Series-resistance formula: 0.5714
Middle plane, direct beam F(L/2): 0.38197
Middle plane, net from walls: 0.13226
Integral of s E(s), 0 to infinity: 0.66667
Integral of s E(s), 0 to L/2: 0.12732
W / long-tube law at L/a = 2: 0.386
W / long-tube law at L/a = 20: 0.820
W / long-tube law at L/a = 200: 0.971
Mean wall hits per molecule, Monte Carlo: 1.997
Mean path / radius, Monte Carlo: 3.997
Via width: 50 nm
Via depth: 50 nm
Gas temperature: 400 K
Total pressure: 50 mTorr
Atomic oxygen share: 0.10
Oxygen atom mass: 15.999 u
O flux at mouth: 2.196e+04 per nm2 per s
O first-arrival flux at floor: 1.129e+04 per nm2 per s
Long-tube floor flux: 2.927e+04 per nm2 per s
dW/d(loss per hit) at zero loss: -0.9104
W with loss 0.01 per hit: 0.5053
W with loss 0.1 per hit: 0.4355
W with 0.1 specular, Monte Carlo: 0.5479
Floor hits per atom, inert floor: 0.996
Collision diameter: 0.35 nm
Mean free path: 1.52e+06 nm
Gas collisions per visit: 6.6e-05
W with finite atom size: 0.5054
OK
```
